# Condensation temperature of a square-lattice adsorbate: mean field against the exact value: a program that tests the result

```python
"""Condensation of a square-lattice adsorbate gas, E = -w * sum n_i n_j.
Result under test: mean field gives k_B T = w, while the exact value is
k_B T = w / (2 ln(1 + sqrt 2)), about 0.567 w.
Symbols: w nearest-neighbour attraction; K = w/(4 k_B T) Ising coupling;
K_dual defined by tanh(K_dual) = exp(-2K); theta coverage (0 to 1).
Brute-force transfer matrices are compared with free-fermion formulas.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, xlogy

KB = boltzmann / charge  # eV/K


def blocks(width, K, K_diag=0.0, seam=1):
    """Transfer matrix split into spin-flip even and odd blocks."""
    count = 2**width
    bits = (np.arange(count)[:, None] >> np.arange(width)[::-1]) & 1
    spin = 2.0 * bits - 1.0
    right = np.roll(spin, -1, axis=1)
    bonds = spin * right
    bonds[:, -1] *= seam
    row = K * bonds.sum(axis=1)
    between = K * spin @ spin.T
    between += K_diag * (spin @ right.T + right @ spin.T)
    matrix = np.exp(between + 0.5 * (row[:, None] + row[None, :]))
    half = count // 2
    direct = matrix[:half, :half]
    flipped = matrix[:half, ::-1][:, :half]
    return direct + flipped, direct - flipped


def top(block):
    last = block.shape[0] - 1
    value, vector = eigh(block, subset_by_index=[last, last])
    return value[0], vector[:, 0]


def log_levels(width, K, K_diag=0.0, seam=1):
    even, odd = blocks(width, K, K_diag, seam)
    return np.log(top(even)[0]), np.log(top(odd)[0])


def dual(K):
    return np.arctanh(np.exp(-2 * K))


def mode(q, K):
    return np.arccosh(np.cosh(2*K) * np.cosh(2*dual(K)) - np.cos(q))


# Free-fermion levels against diagonalization, on both sides of T_c
width = 8
level_error = 0.0
for K in (0.30, 0.60):
    base = 0.5 * width * np.log(2 * np.sinh(2 * K))
    q_half = (2 * np.arange(width) + 1) * np.pi / width
    q_whole = 2 * np.arange(1, width) * np.pi / width
    signed_zero = 2 * (dual(K) - K)
    rest = mode(q_whole, K).sum()
    even_formula = base + 0.5 * mode(q_half, K).sum()
    odd_formula = base + 0.5 * (rest - signed_zero)
    wall_formula = base + 0.5 * (rest + signed_zero)
    even, odd = log_levels(width, K)
    wall = max(log_levels(width, K, seam=-1))
    errors = np.abs([even - even_formula, odd - odd_formula,
                     wall - wall_formula])
    level_error = max(level_error, errors.max())
assert level_error < 1e-9

# Exact temperature: root of the edge free energy, then closed form
K_exact = brentq(lambda K: K - dual(K), 0.2, 0.8)
t_exact = 1 / (4 * K_exact)
assert abs(t_exact - 1 / (2 * np.log(1 + np.sqrt(2)))) < 1e-10


def crossing(ratio):
    """k_B T_c/w from scaled gaps; ratio = diagonal attraction / w."""
    def difference(t):
        K = 1 / (4 * t)
        scaled = []
        for size in (6, 8):
            even, odd = log_levels(size, K, ratio * K)
            scaled.append(size * (even - odd))
        return scaled[1] - scaled[0]
    return brentq(difference, 0.45, 0.90, xtol=1e-7)


t_numeric = crossing(0.0)
assert abs(t_numeric / t_exact - 1) < 0.01

# Mean field against an exactly counted gas with all pairs coupled
sites = 20000


def log_weight(n, t):
    entropy = gammaln(sites+1) - gammaln(n+1) - gammaln(sites-n+1)
    return entropy + (2 * n**2 / sites - 2 * n) / t


def central_curvature(t):
    n = sites // 2
    return (log_weight(n + 1, t) + log_weight(n - 1, t)
            - 2 * log_weight(n, t))


t_all_pairs = brentq(central_curvature, 0.5, 2.0)
coordination = 4
t_mean = coordination / 4
assert abs(t_all_pairs - t_mean) < 1e-3


# Bethe approximation: minimize the pair free energy at fixed m
def pair_free_energy(m, K):
    def value(c):
        pairs = np.array([1+2*m+c, 1-2*m+c, 1-c, 1-c]) / 4
        single = np.array([1 + m, 1 - m]) / 2
        return (-2 * K * c + 2 * xlogy(pairs, pairs).sum()
                - 3 * xlogy(single, single).sum())
    found = minimize_scalar(value, bounds=(-0.9, 0.999),
                            method="bounded", options={"xatol": 1e-10})
    return found.fun


K_pair = brentq(lambda K: pair_free_energy(0.02, K)
                - pair_free_energy(0.0, K), 0.2, 0.5)
t_bethe = 1 / (2 * np.log(2))
assert abs(1 / (4 * K_pair) - t_bethe) < 2e-3

# Neighbour correlation at the exact critical point
step = 1e-4
correlation = (log_levels(8, K_exact + step)[0]
               - log_levels(8, K_exact - step)[0]) / (2*step) / (2*8)
assert abs(correlation - 1 / np.sqrt(2)) < 1e-5


# Dilute coverage at coexistence
def strip_coverage(size, attraction_over_kt):
    even, odd = blocks(size, attraction_over_kt / 4)
    overlap = abs(top(even)[1] @ top(odd)[1])
    return (1 - overlap) / 2


def mean_coverage(b):
    return brentq(lambda x: np.log(x / (1-x)) - 4*b*(x - 0.5),
                  1e-12, 0.4, xtol=1e-16)


w = 0.30             # eV, rough, Cu adatoms on Cu(001)
spacing = 0.256      # nm, rough
T_melt = 1400.0      # K, rough
T_anneal, T_hot = 600.0, 1300.0  # K
w_diagonal = 0.03    # eV, assumed
E_evap = 3.5         # eV, rough
attempt = 1e13       # 1/s, rough

b_anneal, b_hot = w / (KB * T_anneal), w / (KB * T_hot)
cover_anneal = strip_coverage(8, b_anneal)
leading = np.exp(-2 * b_anneal)
series = leading + 4 * np.exp(-3 * b_anneal)
mean_anneal = mean_coverage(b_anneal)
assert abs(cover_anneal / series - 1) < 1e-3
assert abs(mean_anneal / leading - 1) < 1e-3
cover_hot = strip_coverage(10, b_hot)
assert abs(strip_coverage(8, b_hot) / cover_hot - 1) < 0.03
mean_hot = mean_coverage(b_hot)
assert mean_hot < cover_hot

# Edge energy at the anneal, with a forced edge as the check
K_anneal = b_anneal / 4
edge = w / 2 + KB * T_anneal * np.log(np.tanh(K_anneal))
forced = KB * T_anneal * (max(log_levels(8, K_anneal))
                          - max(log_levels(8, K_anneal, seam=-1)))
assert abs(edge - forced) < 1e-7

t_diagonal = crossing(w_diagonal / w)
shift = t_diagonal / t_numeric - 1
assert shift > 0
T_mean, T_exact = t_mean * w / KB, t_exact * w / KB


def lifetime(T):
    return np.exp(E_evap / (KB * T)) / attempt


print(f"Mean-field k_B T/w: {t_mean:.4f}")
print(f"All-pairs gas, counted, k_B T/w: {t_all_pairs:.4f}")
print(f"Bethe k_B T/w: {t_bethe:.4f}")
print(f"Exact k_B T_c/w: {t_exact:.4f}")
print(f"Exact critical coupling K: {K_exact:.4f}")
print(f"Gap crossing, widths 6 and 8, k_B T/w: {t_numeric:.4f}")
print(f"Mean-field excess over exact: {100*(t_mean/t_exact-1):.1f} %")
print(f"Bethe excess over exact: {100*(t_bethe/t_exact-1):.1f} %")
print(f"Largest error of log levels: {level_error:.1e}")
print(f"Neighbour correlation <ss> at T_c: {correlation:.4f}")
print(f"<nn> - 1/4 at T_c: {correlation/4:.4f}")
print(f"Input attraction w (rough): {w:.2f} eV")
print(f"Input site spacing (rough): {spacing:.3f} nm")
print(f"Input melting point (rough): {T_melt:.0f} K")
print(f"w/k_B: {w/KB:.0f} K")
print(f"Mean-field condensation temperature: {T_mean:.0f} K")
print(f"Exact condensation temperature: {T_exact:.0f} K")
print(f"Difference: {T_mean-T_exact:.0f} K")
print(f"w placing mean-field T at melting: {KB*T_melt/t_mean:.3f} eV")
print(f"w placing exact T_c at melting: {KB*T_melt/t_exact:.3f} eV")
print(f"Anneal temperature: {T_anneal:.0f} K")
print(f"w/(k_B T) at anneal: {b_anneal:.3f}")
print(f"Leading dilute coverage at anneal: {leading:.3e}")
print(f"Two-term dilute coverage at anneal: {series:.3e}")
print(f"Strip dilute coverage at anneal: {cover_anneal:.3e}")
print(f"Mean-field dilute coverage at anneal: {mean_anneal:.3e}")
print(f"Edge energy per site at anneal: {edge:.4f} eV")
print(f"Edge energy per length at anneal: {edge/spacing:.3f} eV/nm")
print(f"Hot comparison temperature: {T_hot:.0f} K")
print(f"Strip dilute coverage when hot: {cover_hot:.5f}")
print(f"Mean-field dilute coverage when hot: {mean_hot:.5f}")
print(f"Mean-field/strip coverage when hot: {mean_hot/cover_hot:.3f}")
print(f"Assumed second-neighbour attraction: {w_diagonal:.2f} eV")
print(f"Its numerical shift of T_c: {100*shift:.1f} %")
print(f"Its mean-field shift of T: {100*w_diagonal/w:.1f} %")
print(f"T_c with numerical shift applied: {T_exact*(1+shift):.0f} K")
print(f"Input evaporation energy (rough): {E_evap:.1f} eV")
print(f"Input attempt rate (rough): {attempt:.0e} 1/s")
print(f"Evaporation time at anneal: {lifetime(T_anneal):.1e} s")
print(f"Evaporation time when hot: {lifetime(T_hot):.1e} s")
print("done: every assertion held")
```

It prints:

```
Mean-field k_B T/w: 1.0000
All-pairs gas, counted, k_B T/w: 1.0001
Bethe k_B T/w: 0.7213
Exact k_B T_c/w: 0.5673
Exact critical coupling K: 0.4407
Gap crossing, widths 6 and 8, k_B T/w: 0.5687
Mean-field excess over exact: 76.3 %
Bethe excess over exact: 27.2 %
Largest error of log levels: 2.7e-15
Neighbour correlation <ss> at T_c: 0.7071
<nn> - 1/4 at T_c: 0.1768
Input attraction w (rough): 0.30 eV
Input site spacing (rough): 0.256 nm
Input melting point (rough): 1400 K
w/k_B: 3481 K
Mean-field condensation temperature: 3481 K
Exact condensation temperature: 1975 K
Difference: 1506 K
w placing mean-field T at melting: 0.121 eV
w placing exact T_c at melting: 0.213 eV
Anneal temperature: 600 K
w/(k_B T) at anneal: 5.802
Leading dilute coverage at anneal: 9.125e-06
Two-term dilute coverage at anneal: 9.235e-06
Strip dilute coverage at anneal: 9.236e-06
Mean-field dilute coverage at anneal: 9.127e-06
Edge energy per site at anneal: 0.1443 eV
Edge energy per length at anneal: 0.564 eV/nm
Hot comparison temperature: 1300 K
Strip dilute coverage when hot: 0.00657
Mean-field dilute coverage when hot: 0.00495
Mean-field/strip coverage when hot: 0.754
Assumed second-neighbour attraction: 0.03 eV
Its numerical shift of T_c: 13.8 %
Its mean-field shift of T: 10.0 %
T_c with numerical shift applied: 2248 K
Input evaporation energy (rough): 3.5 eV
Input attempt rate (rough): 1e+13 1/s
Evaporation time at anneal: 2.5e+16 s
Evaporation time when hot: 3.7e+00 s
done: every assertion held
```
